\section*{Why interface states reduce the pinning factor to about 0.1}

\section*{Question}

I am working on this exercise about metal--semiconductor contacts:

\begin{quote}
An interface has $10^{14}$ states per eV per square centimetre. They are separated from the metal by a dipole layer 0.5~nm thick with the permittivity of vacuum. Show that the pinning factor is about 0.1.
\end{quote}

I know that the pinning factor $S$ is the slope of the barrier height against the metal work function, and I have seen the formula $S=1/(1+e^2D\delta/\varepsilon_0)$. I am stuck in two places.

First, when I insert $D=10^{18}$ per eV per square metre, $e=1.6\times10^{-19}$~C and $\delta=0.5\times10^{-9}$~m, the term $e^2D\delta/\varepsilon_0$ comes out of order $10^{-18}$. That would give $S=1$, so no pinning at all.

Second, I don't see the mechanism. More states can hold more charge, and more charge should move the barrier further. Why does a large density of states hold the barrier still instead? And does it matter that I have ignored the depletion charge in the semiconductor?

\section*{Answer}

The first problem is one of units: your $D$ is per eV, but the formula with $e^2$ needs it per joule. The second is resolved by noting that the charge on the states depends on the barrier, and the barrier depends on the charge. The derivation below follows that loop with its signs.

\subsection*{The quantities involved}

Let $E_F$ be the Fermi level and $E_c$ the conduction band edge of the semiconductor at the interface. The barrier for electrons is
\begin{equation}
\Phi_B=E_c-E_F .
\end{equation}
The metal has work function $\phi_M$ and the semiconductor has electron affinity $\chi$. The interface states have a density $D$ per unit energy and area, taken as constant in energy. They are neutral as a whole when filled up to the charge neutrality level $E_{\rm CNL}$, which lies a distance $\phi_0$ below the band edge:
\begin{equation}
E_{\rm CNL}=E_c-\phi_0 .
\end{equation}
I assume that the states are in equilibrium with the metal, so that $E_F$ governs their filling, and that $D$, $\delta$, $\chi$ and $\phi_0$ stay the same when one metal is replaced by another. The semiconductor's depletion charge is neglected at first and restored later. In the equations, energies are in joules and $D$ is per joule per square metre; $e$ is the positive elementary charge.

\subsection*{Charge on the states}

Relative to neutral filling, the states hold $D(E_F-E_{\rm CNL})$ extra electrons per area. Since
\begin{equation}
E_F-E_{\rm CNL}=(E_c-\Phi_B)-(E_c-\phi_0)=\phi_0-\Phi_B ,
\end{equation}
and each extra electron contributes $-e$, the sheet charge is
\begin{equation}
Q=-eD(\phi_0-\Phi_B)=eD(\Phi_B-\phi_0).
\label{eq:charge}
\end{equation}
If the barrier is larger than $\phi_0$, the Fermi level lies below the neutrality level, some states that should be filled are empty, and $Q$ is positive.

This count uses a sharp filling up to $E_F$. At finite temperature the occupation is smeared, but symmetrically: the probability of finding a state filled at an energy $x$ above $E_F$ equals that of finding one empty at $x$ below. With constant $D$ the two contributions cancel, so \eqref{eq:charge} still holds as long as $E_F$ and $E_{\rm CNL}$ are many $k_BT$ away from the ends of the band of states.

\subsection*{Energy step across the layer}

Put the metal surface at $x=0$ and the interface states at $x=\delta$. With no other charge present, the metal surface carries $-Q$. The field vanishes inside the metal, so Gauss's law gives the field in the layer as
\begin{equation}
F=-\frac{Q}{\varepsilon_0},
\end{equation}
which for positive $Q$ points towards the metal. The electrostatic potential $V$ therefore changes by
\begin{equation}
V(\delta)-V(0)=-\int_0^\delta F\,dx=\frac{Q\delta}{\varepsilon_0}.
\end{equation}
An electron has potential energy $-eV$. Its energy is thus lower on the semiconductor side by
\begin{equation}
\Delta=\frac{eQ\delta}{\varepsilon_0}.
\label{eq:step}
\end{equation}

\subsection*{Lining up the levels}

The local vacuum level lies at $E_F+\phi_M$ at the metal surface. Across the layer it falls by $\Delta$, and the conduction band edge lies $\chi$ below it. Hence
\begin{equation}
E_c=E_F+\phi_M-\Delta-\chi
\quad\Longrightarrow\quad
\Phi_B=\phi_M-\chi-\Delta .
\label{eq:align}
\end{equation}
Inserting \eqref{eq:charge} into \eqref{eq:step} gives
\begin{equation}
\Delta=a(\Phi_B-\phi_0),\qquad a=\frac{e^2D\delta}{\varepsilon_0},
\label{eq:a}
\end{equation}
where $a$ has no unit. Equation \eqref{eq:align} now contains the barrier on both sides:
\begin{align}
\Phi_B&=\phi_M-\chi-a\Phi_B+a\phi_0,\\
(1+a)\Phi_B&=\phi_M-\chi+a\phi_0 .
\end{align}
Dividing by $1+a$, and using $a/(1+a)=1-1/(1+a)$, we find
\begin{equation}
\Phi_B=S(\phi_M-\chi)+(1-S)\phi_0,
\qquad
S=\frac{d\Phi_B}{d\phi_M}=\frac{1}{1+e^2D\delta/\varepsilon_0}.
\label{eq:S}
\end{equation}

\subsection*{The number, with the units right}

First convert the area: $10^{14}$ per eV per cm$^2$ is $10^{18}$ per eV per m$^2$. Then convert the energy. One eV is $1.6022\times10^{-19}$~J, so a density per joule is the density per eV divided by $1.6022\times10^{-19}$. This division cancels one of the two factors of $e$ numerically:
\begin{equation}
e^2D=\frac{(1.6022\times10^{-19}\,{\rm C})^2\times10^{18}\,{\rm m^{-2}}}{1.6022\times10^{-19}\,{\rm J}}
=0.16022\ {\rm F\,m^{-2}} .
\end{equation}
The unit follows from C$^2$/J = C/V = F. Your result was too small by precisely the missing factor $1.6\times10^{-19}$. Now
\begin{equation}
a=\frac{0.16022\times0.5\times10^{-9}}{8.8542\times10^{-12}}=9.048,
\qquad
S=\frac{1}{1+9.048}=0.0995 .
\end{equation}
This is the stated value of about 0.1. Setting $S=0.1$ requires $a=9$, which for this layer means $D=9.95\times10^{13}$ per eV per cm$^2$.

The quantity $e^2D$ is a capacitance per area: it says how much charge the states take up when the Fermi level moves through them. The layer has its own capacitance per area, $\varepsilon_0/\delta=0.0177$~F\,m$^{-2}$. Their ratio is $a$, and pinning is strong when the states have much the larger capacitance.

\subsection*{Why more states hold the barrier still}

Define the mismatch $m=\phi_M-\chi-\phi_0$, the amount by which the barrier without any interface charge would differ from $\phi_0$. Subtracting $\phi_0$ from both sides of \eqref{eq:S} gives
\begin{equation}
\Phi_B-\phi_0=S\,m,
\end{equation}
and \eqref{eq:align} then gives
\begin{equation}
\Delta=\phi_M-\chi-\Phi_B=m-Sm=(1-S)\,m .
\end{equation}
The layer takes up the share $1-S$ of the mismatch, and the barrier is left with the share $S$. From \eqref{eq:step} the charge is
\begin{equation}
Q=\frac{\varepsilon_0}{e\delta}(1-S)\,m .
\label{eq:Qm}
\end{equation}
You are right that more states hold more charge, but the charge does not grow without limit. As $D\to\infty$, $S\to0$ and $Q$ approaches $\varepsilon_0m/(e\delta)$, the charge that absorbs the whole mismatch. With a large $D$, a tiny shift of the Fermi level away from neutrality supplies it. The charge does move the barrier, and it moves it towards $\phi_0$. For $D\to\infty$ the barrier reaches $\phi_0$ whatever the metal, which is the Bardeen limit. In the opposite limit, $D\to0$, the states hold no charge. With the depletion charge still neglected, $S=1$ and $\Phi_B=\phi_M-\chi$, the Schottky limit.

For the same layer, the passage between the limits looks like this:
\begin{center}
\begin{tabular}{cc}
$D$ (eV$^{-1}$cm$^{-2}$) & $S$\\
\hline
$10^{12}$ & 0.917\\
$10^{13}$ & 0.525\\
$10^{14}$ & 0.0995\\
$10^{15}$ & 0.0109
\end{tabular}
\end{center}
The change is centred where $a=1$, that is, near $10^{13}$. For $a\gg1$ one has $S\approx1/a$, so ten times more states give a slope nearly ten times smaller.

\subsection*{An example with barriers}

Take a model semiconductor with a gap of 1.2~eV, $\chi=4.0$~eV and $\phi_0=0.8$~eV, and a metal with $\phi_M=5.0$~eV. Without interface charge the barrier would be 1.0~eV, so the mismatch is 0.2~eV. Equation \eqref{eq:S} gives
\begin{equation}
\Phi_B=0.0995\times1.0\ {\rm eV}+0.9005\times0.8\ {\rm eV}=0.820\ {\rm eV}.
\end{equation}
The Fermi level is 0.0199~eV below the neutrality level, so the states lack a net
\begin{equation}
10^{14}\ {\rm eV^{-1}cm^{-2}}\times0.0199\ {\rm eV}=1.99\times10^{12}\ {\rm cm^{-2}}
\end{equation}
electrons compared with neutral filling. The resulting charge is $3.19\times10^{-3}$~C\,m$^{-2}$, and the energy step is
\begin{equation}
\Delta=\frac{3.19\times10^{-3}\times0.5\times10^{-9}}{8.854\times10^{-12}}\ {\rm eV}=0.180\ {\rm eV}.
\end{equation}
Here one factor $e$ has again been absorbed by the unit eV. The levels close: $1.0-0.180=0.820$~eV. The field in the layer is $0.180\ {\rm V}/0.5\ {\rm nm}=0.36$~V/nm.

Now change the metal. For $\phi_M=4.4$, 4.8 and 5.2~eV the barriers are 0.760, 0.800 and 0.840~eV. The work function has changed by 0.8~eV and the barrier by 0.080~eV. At 4.8~eV the mismatch is zero, the states are neutral, and the barrier equals $\phi_0$ whatever the value of $D$. For the 4.4~eV metal the mismatch is negative, the states carry negative charge, and the barrier is raised from 0.40~eV to 0.760~eV.

The numerical output below comes from solving for the barrier self-consistently. The state charge is summed over energy with thermal occupation at 300~K, and the potential step is integrated from two narrow sheets of charge. The slope found between neighbouring metals agrees with \eqref{eq:S} for all four densities in the table.

\subsection*{Does the depletion charge matter?}

For the state density of the exercise and moderate doping, hardly. Let the semiconductor be n-type with donor density $N$, permittivity $\varepsilon_s$ and band bending $V_b$ (in volts). Its depletion layer of width $W$ holds the positive charge
\begin{equation}
Q_d=eNW,\qquad W=\sqrt{\frac{2\varepsilon_sV_b}{eN}} .
\end{equation}
This charge lies behind the interface states, so by Gauss's law the field in the dipole layer is now set by the sum $Q+Q_d$. The metal now carries $-(Q+Q_d)$, and \eqref{eq:align} becomes
\begin{equation}
\Phi_B=\phi_M-\chi-a(\Phi_B-\phi_0)-\frac{e\delta}{\varepsilon_0}Q_d .
\label{eq:dep}
\end{equation}
To find the slope we need the change of $Q_d$ with the barrier. Since $W\propto V_b^{1/2}$,
\begin{equation}
\frac{dQ_d}{dV_b}=\frac{eNW}{2V_b}=\frac{\varepsilon_s}{W},
\end{equation}
where the last step uses $W^2=2\varepsilon_sV_b/(eN)$. The band bending is the barrier minus the fixed distance from $E_F$ to the band edge in the bulk, divided by $e$, so $dQ_d/d\Phi_B=\varepsilon_s/(eW)$. Differentiating \eqref{eq:dep} with respect to $\phi_M$ gives
\begin{equation}
1=S\left(1+a+\frac{\delta\,\varepsilon_s}{\varepsilon_0W}\right)
\quad\Longrightarrow\quad
\frac1S=1+a+\frac{\delta\,\varepsilon_s}{\varepsilon_0W}.
\end{equation}
For $N=10^{16}$~cm$^{-3}$, $\varepsilon_s=12\,\varepsilon_0$ and a bulk Fermi level 0.20~eV below the band edge, the 5.0~eV metal gives $W=286$~nm. The new term is
\begin{equation}
\frac{0.5\times12}{286}=0.021,
\end{equation}
to be compared with $1+a\approx10$. The slope changes from 0.0995 to 0.0993, and the barrier itself drops by 2.5~meV in the numerical solution, which includes the thermal tail of the electrons at the edge of the depletion layer; the formula for $Q_d$ above, which leaves it out, gives 2.6~meV. The new term grows as $W$ shrinks, roughly as $N^{1/2}$, so heavy doping needs a fresh estimate. The drop of the barrier is close to $S\,e\delta Q_d/\varepsilon_0$, so it is small here only because $S$ is small: for $D=10^{12}$ per eV per cm$^2$ and the 4.8~eV metal it is 22~meV at the same doping. The barrier $\Phi_B$ used throughout is the band edge at the interface. In a real contact the field of the depletion layer, about $4\times10^6$~V/m in this example, also lowers the barrier that an electron must cross through the image force, by about 0.02~eV. That effect is outside this model.

\subsection*{What the result does depend on}

\textbf{The layer.} Only the ratio of $\delta$ to the permittivity enters. With a relative permittivity of 2 instead of 1, $a$ is halved to 4.52 and $S$ rises to 0.181. The exercise's statement that the layer has the permittivity of vacuum is therefore essential to the answer.

\textbf{The density at the Fermi level.} If $D$ varies with energy, the charge is the integral of $-eD(E)$ from $E_{\rm CNL}$ to $E_F$, apart from a small thermal correction, because the smearing of the occupation no longer cancels exactly. Raising the barrier by a small amount lowers $E_F$ relative to the states by the same amount, so $dQ/d\Phi_B=eD(E_F)$. The local slope is then \eqref{eq:S} with $D(E_F)$ in place of $D$, provided $D(E)$ changes little over an energy range of several $k_BT$ around $E_F$. As a check, let the density be $10^{14}$ at the neutrality level and rise with energy by a fraction 2.0 per eV. For the 5.2~eV metal at 300~K the density at $E_F$ is $9.13\times10^{13}$ per eV per cm$^2$ (sharp filling would give $9.17\times10^{13}$), and the computed slope is 0.108, as the formula gives with that value.

\textbf{The same interface for every metal.} The slope in \eqref{eq:S} was taken at fixed $D$, $\delta$, $\chi$ and $\phi_0$. If a metal reacts with the semiconductor and alters any of these, its barrier can still obey \eqref{eq:S} with its own parameters, but a line drawn through the barriers of different metals need not have the slope $S$.

\section*{Computed results}
\begin{verbatim}
Interface state density: 1.0e+14 1/(eV cm^2)
Layer thickness: 0.50 nm
Elementary charge: 1.6022e-19 C
Vacuum permittivity: 8.8542e-12 F/m
Feedback term e^2 D delta/eps0: 9.048 (no unit)
Pinning factor S, formula: 0.0995 (no unit)
Pinning factor S, self-consistent slope: 0.0995 (no unit)
Model gap: 1.20 eV
Model electron affinity: 4.00 eV
Model phi0 (band edge to neutrality level): 0.80 eV
Temperature in the occupation: 300 K
Work function 4.4 eV: unpinned barrier 0.40 eV, barrier 0.7602 eV
Work function 4.8 eV: unpinned barrier 0.80 eV, barrier 0.8000 eV
Work function 5.0 eV: unpinned barrier 1.00 eV, barrier 0.8199 eV
Work function 5.2 eV: unpinned barrier 1.20 eV, barrier 0.8398 eV
Barrier change from 4.4 to 5.2 eV work function: 0.0796 eV
Metal 5.0 eV, empty states below neutrality level: 1.991e+12 1/cm^2
Metal 5.0 eV, state charge: 3.189e-03 C/m^2
Metal 5.0 eV, energy step in layer: 0.1801 eV
Metal 5.0 eV, field in layer: 0.360 V/nm
Share of the mismatch taken by the layer: 0.9005 (no unit)
S for D = 1e+12 1/(eV cm^2): 0.9170 (no unit)
S for D = 1e+13 1/(eV cm^2): 0.5250 (no unit)
S for D = 1e+14 1/(eV cm^2): 0.0995 (no unit)
S for D = 1e+15 1/(eV cm^2): 0.0109 (no unit)
Density for S = 0.1 exactly: 9.947e+13 1/(eV cm^2)
S for layer of relative permittivity 2: 0.1810 (no unit)
Varying density, relative slope: 2.0 1/eV
Varying density, value at Fermi level: 9.130e+13 1/(eV cm^2)
Varying density, S at work function 5.2 eV: 0.1080 (no unit)
Donor density: 1.0e+16 1/cm^3
Semiconductor relative permittivity: 12 (no unit)
Bulk Fermi level below conduction edge: 0.20 eV
Depletion width: 286 nm
Depletion term in 1/S, formula: 0.0210 (no unit)
Depletion term in 1/S, numerical: 0.0214 (no unit)
S with depletion charge: 0.0993 (no unit)
Barrier lowering by depletion charge, metal 5.0 eV: 2.52 meV
\end{verbatim}
